# Onset of aggregation in irreversible island nucleation from an empty surface, part 1

(Sections cited here and not found follow in the second part.)

## Rate equations and the onset law

Suppose that islands are counted on a surface after a small, fixed dose of atoms, and that the count is used to infer how fast adatoms diffuse. Late in growth, faster diffusion means fewer islands, because a wandering atom finds an existing island before it meets another free atom. Very early in growth, faster diffusion means more islands, because free atoms meet more often and there is hardly anything else for them to find. Applied on the wrong side of the change, the late law gives a trend of the wrong sign. One must therefore know the coverage at which the change occurs, and how it moves with the deposition flux and the diffusion coefficient.

### Model and conventions

Atoms land at random on a two-dimensional square lattice that is empty at time \(t=0\). The flux \(F\) is the number of atoms arriving per site per second, that is, monolayers per second (ML/s). The deposited coverage is

\[
\theta = Ft. \tag{1}
\]

A free atom, or adatom, hops to each of its four neighbouring sites at a rate \(D\), so its total hop rate is \(4D\). With the mesh length as the unit of length, the mean square displacement grows at the rate \(4D\times 1^2\). In two dimensions this equals four times the diffusion coefficient, so \(D\) is also the diffusion coefficient in mesh cells per second.

Let \(n_1\) be the number of adatoms per site and \(n_s\) the number of islands of \(s\) atoms per site, with \(s\ge2\). Two adatoms that meet form a dimer, which neither breaks nor moves. The number of dimers formed per site per second is written \(\sigma_1Dn_1^2\), and the rate at which adatoms join islands of size \(s\) is written \(\sigma Dn_1n_s\). The dimensionless capture numbers \(\sigma_1\) and \(\sigma\) are taken as positive constants, the same \(\sigma\) for every island size. This is the mean-field assumption: encounters depend on average densities alone.

The scale of these numbers follows from a crude estimate. If positions were uncorrelated, each hop would land on another adatom with probability \(n_1\). There are \(4Dn_1\) hops per site per second, so dimers would form at the rate \(4Dn_1^2\), and \(\sigma_1=4\). The same argument for islands that occupy one site gives \(\sigma=4\). Correlations change both values.

Evaporation, loss to steps and atoms landing directly on other atoms are left out for now. The last is justified when the covered fraction is small.

### The balance of atoms and islands

Dimers are created by meetings of adatoms and lost when they grow into trimers. Larger islands are created from the size below and lost to the size above:

\[
\frac{dn_2}{dt}=\sigma_1Dn_1^2-\sigma Dn_1n_2, \tag{2}
\]

\[
\frac{dn_s}{dt}=\sigma Dn_1(n_{s-1}-n_s),\qquad s\ge3. \tag{3}
\]

The total island density is \(N=\sum_{s\ge2}n_s\). When (2) and (3) are added, the loss \(-\sigma Dn_1n_2\) cancels the gain of the trimers, the loss of the trimers cancels the gain of the next size, and so on. What remains is

\[
\frac{dN}{dt}=\sigma_1Dn_1^2. \tag{4}
\]

Growth changes the size of an island without changing the number of islands. Adatoms arrive at rate \(F\). Each new dimer consumes two of them and each capture by an island consumes one, so

\[
\frac{dn_1}{dt}=F-2\sigma_1Dn_1^2-\sigma Dn_1N. \tag{5}
\]

The atoms bound in islands increase by two for each new dimer and by one for each capture, which are the two losses in (5). Hence \(n_1+\sum_{s\ge2}sn_s\) increases at rate \(F\). Starting from zero it equals \(\theta\), and the mean island size is

\[
\bar s=\frac{\theta-n_1}{N}. \tag{6}
\]

### Removing the flux and the diffusion coefficient

Since \(d\theta=F\,dt\), division of (4) and (5) by \(F\) gives

\[
\frac{dn_1}{d\theta}=1-2\frac{\sigma_1D}{F}n_1^2-\frac{\sigma D}{F}n_1N,
\qquad
\frac{dN}{d\theta}=\frac{\sigma_1D}{F}n_1^2. \tag{7}
\]

All three quantities \(\theta\), \(n_1\) and \(N\) are now measured in one common unit \(u\):

\[
\theta=uT,\qquad n_1=uX,\qquad N=uY,\qquad
u=\left(\frac{F}{\sigma_1D}\right)^{1/2}. \tag{8}
\]

The derivatives keep their form, because \(dn_1/d\theta=dX/dT\) and \(dN/d\theta=dY/dT\). Each product of densities brings a factor \(u^2\). By the choice of \(u\), \((\sigma_1D/F)u^2=1\) and \((\sigma D/F)u^2=\sigma/\sigma_1\). With a prime for \(d/dT\), the equations become

\[
X'=1-2X^2-\rho XY,\qquad Y'=X^2,\qquad \rho=\frac{\sigma}{\sigma_1}, \tag{9}
\]

\[
X(0)=Y(0)=0. \tag{10}
\]

Neither \(F\) nor \(D\) is left. An event defined by a condition on \(X\), \(Y\) and \(\rho\) therefore occurs at a value of \(T\) that depends on \(\rho\) alone, and by (8) its coverage is that value times \(u\).

The empty start is essential to this. If \(N_0\) islands or defects per site were present at the beginning, (10) would contain \(Y(0)=N_0/u\), and \(F/D\) would return through \(u\).

The start of aggregation is marked here by the coverage \(\theta_A\) at which islands first equal adatoms in number, \(N=n_1\). If \(C(\rho)\) is the corresponding value of \(T\), then

\[
\boxed{\theta_A=C(\rho)\left(\frac{F}{\sigma_1D}\right)^{1/2}} \tag{11}
\]

It remains to show that the event occurs once, and that growth beyond it does lead to aggregation.

### Before the onset

At small \(T\) both densities are small, so (9) gives \(X'=1\) to leading order and \(X=T\). Then \(Y'=T^2\) and \(Y=T^3/3\). In the next order the term \(2X^2=2T^2\) enters \(X'\), while \(\rho XY\) is of order \(T^4\) and does not yet count. Integration gives

\[
X=T-\frac{2T^3}{3}+O(T^5). \tag{12}
\]

Squaring this, \(X^2=T^2-\tfrac43T^4+O(T^6)\), and integrating once more,

\[
Y=\frac{T^3}{3}-\frac{4T^5}{15}+O(T^7). \tag{13}
\]

In the original variables the leading island law is \(N=uT^3/3=\theta^3/(3u^2)\), or

\[
N\simeq\frac{\sigma_1D}{3F}\theta^3. \tag{14}
\]

At fixed coverage and fixed capture numbers, the early island density rises in proportion to \(D/F\).

### The crossing occurs once

First, \(X\) has a single maximum. Differentiating the first equation of (9) and using \(Y'=X^2\),

\[
X''=-4XX'-\rho X'Y-\rho X^3. \tag{15}
\]

Where \(X'=0\) this equals \(-\rho X^3<0\), so every stationary point is a maximum. Two maxima would need a minimum between them, so there is at most one. There is also at least one. If \(X\) rose for ever, \(Y'=X^2\) would stay above a positive number, \(Y\) would grow without limit, and (9) would make \(X'\) negative, a contradiction.

While \(X\) rises, all terms in (15) are negative, so \(X'\) decreases. Then \(X(T)\), the integral of \(X'\) from zero, is larger than \(T\) times the final slope. Likewise \(Y\), the integral of the rising function \(X^2\), is smaller than \(TX^2\). Therefore

\[
\frac{X'}{X}<\frac1T<\frac{X^2}{Y}=\frac{Y'}{Y}. \tag{16}
\]

The ratio \(Y/X\) thus increases while \(X\) rises. After the maximum \(X\) falls and \(Y\) rises, so the ratio still increases.

It begins at zero, since (12) and (13) give \(Y/X\simeq T^2/3\). It also grows without limit. The falling \(X\) tends to some limit that is not negative. A positive limit would make \(Y\) grow without bound and drive \(X'\) to minus infinity, which is impossible for a positive \(X\). So \(X\to0\). If \(Y\) then stayed bounded, (9) would give \(X'\to1\), again impossible. Hence \(Y\to\infty\), and \(Y/X\) passes each positive value once. The value 1 defines \(C(\rho)\).

### After the onset

The share of the arriving flux that islands capture is \(\sigma Dn_1N/F\), which in scaled variables is \(Z=\rho XY\). Its rate of change follows from (9):

\[
Z'=\rho X'Y+\rho XY'=\rho Y(1-2X^2-Z)+\rho X^3. \tag{17}
\]

This can be written \(Z'=\rho Y(g-Z)\) with \(g=1-2X^2+X^3/Y\). Since \(X\to0\) and \(Y\to\infty\), \(g\to1\). The relaxation rate \(\rho Y\) grows, so \(Z\) follows \(g\) and tends to 1. Late in the model nearly every arriving atom joins an existing island, which is what aggregation means.

Substituting \(X=Z/(\rho Y)\) in \(Y'=X^2\) gives \(Y^2Y'=Z^2/\rho^2\), or \((Y^3)'=3Z^2/\rho^2\). With \(Z\to1\), integration gives the leading laws

\[
Y\simeq\left(\frac{3T}{\rho^2}\right)^{1/3},\qquad
X\simeq\frac{1}{\rho Y}\simeq(3\rho T)^{-1/3}. \tag{18}
\]

Restoring the units, \(N=uY=u^{2/3}(3\theta/\rho^2)^{1/3}\), and therefore

\[
N\simeq\left(\frac{3\sigma_1\theta}{\sigma^2}\frac FD\right)^{1/3}. \tag{19}
\]

Comparison with (14) shows the reversal described at the start: at fixed coverage the island density now falls as \(D/F\) rises. The power \(1/3\) belongs to the density at fixed coverage in the late regime. The power \(1/2\) in (11) belongs to the coverage that marks the onset of aggregation.

### What the choice of mark changes

Numerical integration of (9) gives these values of \(T\):

| \(\rho\) | maximum of \(X\) | \(Y=X\) | \(Z=1/2\) |
|---|---:|---:|---:|
| 0.5 | 1.56 | 2.09 | 6.10 |
| 1 | 1.36 | 2.08 | 3.21 |
| 2 | 1.18 | 2.06 | 1.82 |

Each column is a possible mark for the onset, and each gives the power \(1/2\) with its own prefactor. The size of \(C\) can be compared with the limit \(\rho=0\), in which dimers do not grow. Then \(X'=1-2X^2\), whose solution is \(X=\tanh(\sqrt2\,T)/\sqrt2\), and \(Y'=(1-X')/2\) gives \(Y=(T-X)/2\). Setting \(Y=X\) gives \(T=3X\), which lies slightly below \(3/\sqrt2\approx2.12\). The tabulated values for \(Y=X\) are all close to this limit.

Equality of numbers need not mean equality of losses. At \(Y=X\) the loss to islands divided by the loss to dimer formation is \(\rho XY/(2X^2)=\rho/2\). For \(\rho=1\), dimer formation still consumes twice as many adatoms as islands do. Capture becomes the larger loss when \(Y/X\) passes \(2/\rho\), again at one fixed \(T\). The mark \(N=n_1\) is thus the beginning of a gradual change.

The trend of the island density with diffusion reverses somewhat later than this mark. At fixed coverage and fixed capture numbers \(N=uY(\theta/u)\), so \(dN/du=Y-TY'=Y-TX^2\). As long as \(TX^2>Y\), faster diffusion, which makes \(u\) smaller, still gives more islands. Numerical integration of (9) puts the reversal, \(TX^2=Y\), at \(T=3.71\), 2.87 and 2.26 for \(\rho=0.5\), 1 and 2. Its coverage also varies as \((F/D)^{1/2}\), but between \(\theta_A\) and the reversal the early sign still holds.

A further estimate comes from extending the early and late laws until they meet. For adatoms, \(T=(3\rho T)^{-1/3}\) gives \(3\rho T^4=1\); for islands, \(T^3/3=(3T/\rho^2)^{1/3}\) gives \(T^8=81/\rho^2\). Hence

\[
T_X=(3\rho)^{-1/4},\qquad T_Y=3^{1/2}\rho^{-1/4}. \tag{20}
\]

At \(\rho=1\) these are 0.76 and 1.73. Both are fixed values of \(T\) at given \(\rho\), so each again gives a coverage proportional to \((F/D)^{1/2}\).

## Capture numbers, dimension and a chromium example

The first half described adatoms \(n_1\) and islands \(N\) per site, deposited at flux \(F\) on an empty lattice with hop rate \(D\) in each direction. Dimers form at the rate \(\sigma_1Dn_1^2\) and islands capture adatoms at the rate \(\sigma Dn_1N\). With \(\rho=\sigma/\sigma_1\) and \(u=[F/(\sigma_1D)]^{1/2}\), the scaled quantities are \(T=\theta/u\), \(X=n_1/u\) and \(Y=N/u\). Islands equal adatoms at \(\theta_A=C(\rho)u\), equation (11), where \(C\) is close to 2.1 for \(\rho\) between 0.5 and 2.

### Checks on the mean-field law

The unscaled equations (4) and (5) were integrated with \(\sigma_1=1.5\) and \(\sigma=1.2\), starting from \(F=0.01\) ML/s and \(D=10^4\) cells per second. Raising \(F\) alone by a factor of 100 gave a power of 0.5000 for \(\theta_A\). Raising \(D\) alone by the same factor gave \(-0.5000\). At \(\rho=1\) and \(T=10^5\), the computed \(X\) and \(Y\) agreed with the late laws (18) to within 0.1 %.

These checks concern the solution of the rate equations. They do not show that constant capture numbers describe moving atoms, which is a separate question.

### Units

The ratio \(F/D\) is a pure number when both quantities refer to lattice sites. Let the mesh length be \(a\). The flux per area is then \(f=F/a^2\) and the diffusion coefficient in ordinary units is \(D_a=Da^2\), so \(F/D=a^4f/D_a\). Inserting this in (11) and dividing by \(a^2\),

\[
\frac{\theta_A}{a^2}=C(\rho)\left(\frac{f}{\sigma_1D_a}\right)^{1/2}. \tag{21}
\]

In area units the square root is a number of deposited atoms per area. It must be multiplied by \(a^2\) to become a coverage.

For constant capture numbers and an empty start, the rate equations give an onset coverage proportional to \((F/D)^{1/2}\), and numerical integration confirms this power. It remains to see how dimension affects the law, whether it describes moving atoms in a simulation, and what it gives for a chromium example once the neglected effects are considered.
